# Critical Current Density for Thermal Runaway in a Uniform Line: a numerical check

```python
# Result under test: a uniform line at fixed current density j, with resistivity
# rho0*(1 + alpha*rise) and heat loss g*rise per unit length, has a steady
# temperature with positive resistivity only for j < jc = sqrt(g/(alpha*rho0*area)).
# rise: temperature above ambient (K); rho0, alpha: values at ambient;
# area: cross-section; heat_cap: heat capacity per volume; kappa: thermal
# conductivity; x = j/jc; tau = heat_cap*area/g; ell = sqrt(kappa*area/g).
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

width, thickness = 100e-9, 200e-9
area = width * thickness
rho0, alpha, g = 4.0e-8, 2.5e-3, 0.5
heat_cap, kappa, length = 3.0e6, 200.0, 20e-6
MA_CM2 = 1e10  # one MA/cm^2 in A/m^2


def net_power(rise, j, ambient_shift=0.0):
    """Joule heating minus heat loss, per unit length."""
    resistivity = rho0 * (1 + alpha * (rise + ambient_shift))
    return j**2 * resistivity * area - g * rise


def steady_root(j, ambient_shift=0.0):
    return brentq(net_power, 0.0, 1e7, args=(j, ambient_shift))


def steady_formula(x):
    return x**2 / (alpha * (1 - x**2))


jc = np.sqrt(g / (alpha * rho0 * area))
tau = heat_cap * area / g
ell = np.sqrt(kappa * area / g)

# Steady rise: root of the heat balance against the closed formula.
for x in (0.1, 0.5, 0.8, 0.95):
    assert np.isclose(steady_root(x * jc), steady_formula(x), rtol=1e-8)

# At and above threshold heating wins at every temperature with rho >= 0.
physical_rises = np.linspace(-1 / alpha, 1e5, 20001)
assert np.allclose(net_power(physical_rises, jc), g / alpha, rtol=1e-8)
for x in (1.001, 1.2, 3.0):
    assert net_power(physical_rises, x * jc).min() > 0
x_above = 1.2
n0, n1 = net_power(0.0, x_above * jc), net_power(1.0, x_above * jc)
false_root = -n0 / (n1 - n0)
false_ratio = 1 + alpha * false_root
assert np.isclose(false_ratio, 1 / (1 - x_above**2), rtol=1e-8)
assert false_ratio < 0

# Current density for a permitted rise, found by searching over j.
allowed = {}
for target in (10.0, 1000.0):
    allowed[target] = brentq(lambda j: steady_root(j) - target,
                             0.01 * jc, 0.99 * jc)
    formula = jc * np.sqrt(alpha * target / (1 + alpha * target))
    assert np.isclose(allowed[target], formula, rtol=1e-8)


# Heating from ambient: numerical time integration against the formula.
def heating_formula(x, t):
    gap = 1 - x**2
    if abs(gap) < 1e-12:
        return t / (alpha * tau)
    return -x**2 * np.expm1(-gap * t / tau) / (alpha * gap)


after_tau = {}
for x in (0.5, 1.0, 1.2):
    run = solve_ivp(lambda s, y: tau * net_power(y, x * jc) / (heat_cap * area),
                    (0, 3), [0.0], t_eval=[1.0, 3.0], rtol=1e-9, atol=1e-7)
    assert run.success
    expected = [heating_formula(x, tau), heating_formula(x, 3 * tau)]
    assert np.allclose(run.y[0], expected, rtol=1e-6)
    after_tau[x] = run.y[0, 0]

# Growth rates of disturbances on a line with insulated ends.
cells = 400
dx = length / cells
for x in (0.9, 1.1):
    local_slope = (net_power(101.0, x * jc) - net_power(100.0, x * jc)) / area
    diagonal = np.full(cells, local_slope - 2 * kappa / dx**2)
    diagonal[[0, -1]] += kappa / dx**2
    off = np.full(cells - 1, kappa / dx**2)
    rates = eigh_tridiagonal(diagonal / heat_cap, off / heat_cap,
                             eigvals_only=True, select='i',
                             select_range=(cells - 3, cells - 1))[::-1]
    k = np.arange(3) * np.pi / length
    assert np.allclose(rates * tau, x**2 - 1 - (k * ell)**2, atol=1e-4)
    assert (rates[0] > 0) == (x > 1)

# A warmer ambient: same threshold, larger rise.
shift = 100.0
far_rise = 1e9  # finite stand-in for infinity; relative error below 1e-6
jc_warm = brentq(lambda j: net_power(far_rise, j, shift), 0.1 * jc, 10 * jc)
assert np.isclose(jc_warm, jc, rtol=1e-6)
rise_warm = steady_root(0.5 * jc, shift)
assert np.isclose(rise_warm, (1 + alpha * shift) * steady_formula(0.5), rtol=1e-8)

# Ends held at ambient: threshold from an eigenvalue, profiles from a linear solve.
points = 799
h = length / (points + 1)
lowest = eigh_tridiagonal(np.full(points, 2 * kappa / h**2 + g / area),
                          np.full(points - 1, -kappa / h**2),
                          eigvals_only=True, select='i', select_range=(0, 0))[0]
j_ends = np.sqrt(lowest / (rho0 * alpha))
assert np.isclose(j_ends, jc * np.sqrt(1 + (np.pi * ell / length)**2), rtol=1e-5)


def profile_cooled_ends(j):
    source = net_power(0.0, j) / area
    slope = (net_power(1.0, j) - net_power(0.0, j)) / area
    bands = np.full((3, points), kappa / h**2)
    bands[1] = slope - 2 * kappa / h**2
    return solve_banded((1, 1), bands, np.full(points, -source))


def midpoint_formula(x):
    root = np.sqrt(complex(1 - x**2))
    return (steady_formula(x) * (1 - 1 / np.cosh(root * length / (2 * ell)))).real


middle = {}
for x in (0.5, 1.05):
    profile = profile_cooled_ends(x * jc)
    middle[x] = profile[points // 2]
    assert profile.min() > 0
    assert np.isclose(middle[x], midpoint_formula(x), rtol=1e-3)
x_beyond = 1.15
assert x_beyond * jc > j_ends
assert profile_cooled_ends(x_beyond * jc).min() < 0

# Fixed electric field: a steady state exists for every field.
for y in (0.5, 2.0, 20.0):
    field = y * rho0 * jc
    rise_field = brentq(lambda r: field**2 * area / (rho0 * (1 + alpha * r)) - g * r,
                        0.0, 1e7)
    assert np.isclose(rise_field, (np.sqrt(1 + 4 * y**2) - 1) / (2 * alpha), rtol=1e-8)
    j_field = field / (rho0 * (1 + alpha * rise_field))
    assert j_field < jc
    if y == 2.0:
        shown_field, shown_rise, shown_j = field, rise_field, j_field

print(f"width = {width*1e9:.0f} nm, thickness = {thickness*1e9:.0f} nm")
print(f"cross-section A = {area:.2e} m^2")
print(f"resistivity at ambient rho0 = {rho0:.2e} ohm m")
print(f"temperature coefficient alpha = {alpha:.2e} 1/K")
print(f"1/alpha = {1/alpha:.1f} K")
print(f"heat loss g = {g:.2f} W/(m K)")
print(f"heat capacity c = {heat_cap:.2e} J/(m^3 K)")
print(f"thermal conductivity kappa = {kappa:.0f} W/(m K)")
print(f"critical current density jc = {jc/MA_CM2:.2f} MA/cm^2 = {jc:.3e} A/m^2")
print(f"critical current = {jc*area*1e3:.2f} mA")
print(f"net heating at jc, any temperature = {net_power(0.0, jc):.1f} W/m")
print(f"steady rise at 0.5 jc = {steady_root(0.5*jc):.1f} K")
print(f"same with constant resistivity = {(0.5*jc)**2*rho0*area/g:.1f} K")
print(f"steady rise at 0.8 jc = {steady_root(0.8*jc):.1f} K")
print(f"steady rise at 0.95 jc = {steady_root(0.95*jc):.1f} K")
for target, j in allowed.items():
    print(f"j for {target:.0f} K rise = {j/MA_CM2:.2f} MA/cm^2, j/jc = {j/jc:.3f}")
print(f"discarded root at 1.2 jc: rise = {false_root:.1f} K")
print(f"discarded root at 1.2 jc: rho/rho0 = {false_ratio:.3f}")
print(f"time constant tau = {tau*1e9:.1f} ns")
for x, rise in after_tau.items():
    print(f"rise after one tau at {x:.1f} jc = {rise:.1f} K")
print(f"ambient warmer by {shift:.0f} K: steady rise at 0.5 jc = {rise_warm:.1f} K")
print(f"ambient warmer by {shift:.0f} K: threshold = {jc_warm/MA_CM2:.2f} MA/cm^2")
print(f"thermal length ell = {ell*1e6:.3f} um")
print(f"length of line with cooled ends L = {length*1e6:.0f} um")
print(f"threshold with cooled ends = {j_ends/MA_CM2:.2f} MA/cm^2")
print(f"threshold with cooled ends / jc = {j_ends/jc:.4f}")
print(f"cooled ends, midpoint rise at 0.5 jc = {middle[0.5]:.1f} K")
print(f"cooled ends, formal midpoint rise at 1.05 jc = {middle[1.05]:.0f} K")
print(f"fixed field E = 2 rho0 jc = {shown_field:.3e} V/m")
print(f"fixed field: steady rise = {shown_rise:.1f} K")
print(f"fixed field: current density = {shown_j/MA_CM2:.2f} MA/cm^2")
print(f"fixed field: j/jc = {shown_j/jc:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
width = 100 nm, thickness = 200 nm
cross-section A = 2.00e-14 m^2
resistivity at ambient rho0 = 4.00e-08 ohm m
temperature coefficient alpha = 2.50e-03 1/K
1/alpha = 400.0 K
heat loss g = 0.50 W/(m K)
heat capacity c = 3.00e+06 J/(m^3 K)
thermal conductivity kappa = 200 W/(m K)
critical current density jc = 50.00 MA/cm^2 = 5.000e+11 A/m^2
critical current = 10.00 mA
net heating at jc, any temperature = 200.0 W/m
steady rise at 0.5 jc = 133.3 K
same with constant resistivity = 100.0 K
steady rise at 0.8 jc = 711.1 K
steady rise at 0.95 jc = 3702.6 K
j for 10 K rise = 7.81 MA/cm^2, j/jc = 0.156
j for 1000 K rise = 42.26 MA/cm^2, j/jc = 0.845
discarded root at 1.2 jc: rise = -1309.1 K
discarded root at 1.2 jc: rho/rho0 = -2.273
time constant tau = 120.0 ns
rise after one tau at 0.5 jc = 70.4 K
rise after one tau at 1.0 jc = 400.0 K
rise after one tau at 1.2 jc = 723.5 K
ambient warmer by 100 K: steady rise at 0.5 jc = 166.7 K
ambient warmer by 100 K: threshold = 50.00 MA/cm^2
thermal length ell = 2.828 um
length of line with cooled ends L = 20 um
threshold with cooled ends = 54.71 MA/cm^2
threshold with cooled ends / jc = 1.0943
cooled ends, midpoint rise at 0.5 jc = 120.9 K
cooled ends, formal midpoint rise at 1.05 jc = 5823 K
fixed field E = 2 rho0 jc = 4.000e+04 V/m
fixed field: steady rise = 624.6 K
fixed field: current density = 39.04 MA/cm^2
fixed field: j/jc = 0.7808
ALL CHECKS PASSED
```
